**Kramers pairs and the block form of a time-even matrix**

The time-reversal operator K = −iσ_y K0, with K0 complex conjugation, squares to −1, so every discrete level of finite multiplicity of a one-electron Hamiltonian H that commutes with K has even multiplicity. In an orthonormal basis of functions φ_p and partners Kφ_p, the matrix of H is [[A, B], [−B*, A*]], with A Hermitian and B antisymmetric. The program asserts the properties of K on random spinors, the block form in a random paired basis, and its failure in an unpaired one. Its model has one s and three p orbitals with spin-orbit coupling and an electric field that leaves no spatial symmetry. The output shows four doublets, at −1.0924, −0.1591, 0.4040 and 0.8474 eV, with gaps inside the doublets at rounding level. A magnetic field of 10 T splits them, and the program asserts that the splittings agree with the first-order formula within a tolerance set by higher orders in the field. With a model interaction, the lowest two-electron level is single, while all 56 three-electron levels are paired. The self-consistent-field argument in the text is derived there and is not tested by the program.

## Verification by program

```python
"""
Kramers degeneracy and the matrix form of time-even operators.

Result under test: K = -i sigma_y K0 (K0 = complex conjugation) obeys K^2 = -1.
A Hermitian H commuting with K has only evenly degenerate levels, and in an
orthonormal basis {phi_p}, {K phi_p} its matrix is [[A, B], [-B*, A*]]
with A Hermitian and B antisymmetric.

Model: real orbitals s, px, py, pz, each with spin up and spin down.
  H = orbital energies + s-p mixing by an electric field + zeta l.s
Vectors hold the four spin-up coefficients first, then the four spin-down ones.
Energies are in eV; l and s are in units of hbar.
"""
from itertools import combinations, permutations, product
from math import factorial

import numpy as np
import sympy as sp
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
n_orb = 4
names = ["s", "px", "py", "pz"]
reversal = np.kron(-1j * sigma[1], np.eye(n_orb))


def time_reverse(vector):
    return reversal @ vector.conj()


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def pair_gaps(levels):
    return levels[1::2] - levels[0::2]


def show(z):
    re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
    return f"{re:+.4f}{im:+.4f}i"


# --- Basic properties of K on arbitrary spinors ---
u, v = random_complex(8), random_complex(8)
factor = 0.3 - 1.7j
assert np.allclose(time_reverse(time_reverse(u)), -u)
assert np.allclose(time_reverse(factor * u), np.conj(factor) * time_reverse(u))
assert np.isclose(np.vdot(time_reverse(u), time_reverse(v)),
                  np.conj(np.vdot(u, v)))
assert abs(np.vdot(u, time_reverse(u))) < 1e-12

# --- Angular momentum from differentiation of the orbitals ---
coords = sp.symbols("x y z", real=True)
angular_parts = [sp.Integer(1), *coords]


def apply_l(k, function):
    i, j = (k + 1) % 3, (k + 2) % 3
    return sp.expand(-sp.I * (coords[i] * sp.diff(function, coords[j])
                              - coords[j] * sp.diff(function, coords[i])))


def l_matrix(k):
    matrix = np.zeros((n_orb, n_orb), complex)
    for col, function in enumerate(angular_parts):
        image = apply_l(k, function)
        for row in range(1, n_orb):
            matrix[row, col] = complex(sp.diff(image, coords[row - 1]))
    return matrix


r_squared = sum(q**2 for q in coords)
assert all(apply_l(k, r_squared) == 0 for k in range(3))
l_op = [l_matrix(k) for k in range(3)]
for k in range(3):
    for odd in (np.kron(sigma[k], np.eye(n_orb)), np.kron(np.eye(2), l_op[k])):
        assert np.allclose(reversal @ odd.conj() @ np.linalg.inv(reversal), -odd)

# --- Model Hamiltonian ---
orbital_energy = np.array([-1.0, 0.0, 0.3, 0.7])
mixing = np.array([0.1, 0.2, 0.3])
zeta = 0.4
spatial = np.diag(orbital_energy)
spatial[0, 1:] = mixing
spatial[1:, 0] = mixing
spin_orbit = sum(np.kron(sigma[k] / 2, l_op[k]) for k in range(3))
hamiltonian = np.kron(np.eye(2), spatial) + zeta * spin_orbit
assert np.allclose(hamiltonian, hamiltonian.conj().T)

# With distinct p energies, only axis sign changes could be symmetries.
symmetry_count = 0
for signs in product([1, -1], repeat=3):
    operation = np.diag([1, *signs])
    symmetry_count += np.allclose(operation @ spatial, spatial @ operation)
assert symmetry_count == 1

# --- Explicit blocks against the assembled operator ---
half = zeta / 2
block_a = spatial.astype(complex)
block_a[1, 2] += -1j * half
block_a[2, 1] += 1j * half
block_b = np.zeros((n_orb, n_orb), complex)
block_b[1, 3], block_b[3, 1] = half, -half
block_b[2, 3], block_b[3, 2] = -1j * half, 1j * half
from_blocks = np.block([[block_a, block_b], [-block_b.conj(), block_a.conj()]])
assert np.allclose(hamiltonian, from_blocks)


# --- Block form in a random Kramers-paired basis, and its failure otherwise ---
def random_kramers_basis():
    first, partners = [], []
    for _ in range(n_orb):
        vector = random_complex(8)
        for _ in range(2):
            for member in first + partners:
                vector = vector - member * np.vdot(member, vector)
        vector = vector / np.linalg.norm(vector)
        first.append(vector)
        partners.append(time_reverse(vector))
    return np.column_stack(first + partners)


def block_error(matrix, parity):
    """Largest violation of the block form; parity +1 even, -1 odd."""
    n = len(matrix) // 2
    a, b = matrix[:n, :n], matrix[:n, n:]
    return max(abs(matrix[n:, n:] - parity * a.conj()).max(),
               abs(matrix[n:, :n] + parity * b.conj()).max(),
               abs(b.T + parity * b).max())


paired = random_kramers_basis()
assert np.allclose(paired.conj().T @ paired, np.eye(8))
error_paired = block_error(paired.conj().T @ hamiltonian @ paired, +1)
unpaired = np.linalg.qr(random_complex(8, 8))[0]
error_unpaired = block_error(unpaired.conj().T @ hamiltonian @ unpaired, +1)
assert error_paired < 1e-12 and error_unpaired > 1e-2

# --- Degeneracy of the model levels and the partner eigenvector ---
levels, vectors = np.linalg.eigh(hamiltonian)
assert pair_gaps(levels).max() < 1e-12
assert np.diff(levels[::2]).min() > 1e-2
lowest = vectors[:, :2]
state = lowest @ lowest[0].conj()      # projection of s spin-up on the doublet
state = state / np.linalg.norm(state)
partner = time_reverse(state)
residual = np.linalg.norm(hamiltonian @ partner - levels[0] * partner)
overlap = abs(np.vdot(state, partner))
assert residual < 1e-12 and overlap < 1e-12
assert np.allclose(partner, np.concatenate([-state[4:].conj(),
                                            state[:4].conj()]))

# --- Controls: no spin, and the spherical limit ---
spinless = np.linalg.eigvalsh(spatial)
assert np.diff(spinless).min() > 1e-2
spherical = np.linalg.eigvalsh(np.kron(np.eye(2), np.diag([-1.0, 0, 0, 0]))
                               + zeta * spin_orbit)
assert np.allclose(spherical, [-1.0] * 2 + [-zeta] * 2 + [zeta / 2] * 4)

# --- Converse: random matrices with antisymmetric or symmetric B ---
raw_a, raw_b = random_complex(5, 5), random_complex(5, 5)
herm_a = raw_a + raw_a.conj().T


def levels_with(b):
    return np.linalg.eigvalsh(np.block([[herm_a, b],
                                        [b.conj().T, herm_a.conj()]]))


gap_antisymmetric = pair_gaps(levels_with(raw_b - raw_b.T)).max()
gap_symmetric = pair_gaps(levels_with(raw_b + raw_b.T)).max()
assert gap_antisymmetric < 1e-11 and gap_symmetric > 1e-2

# --- Magnetic field (time-odd) and electric perturbation (time-even) ---
field_tesla = 10.0
bohr_magneton = physical_constants["Bohr magneton in eV/T"][0]
g_spin = abs(physical_constants["electron g factor"][0])
zeeman = bohr_magneton * field_tesla * (
    np.kron(np.eye(2), l_op[2]) + g_spin * np.kron(sigma[2] / 2, np.eye(n_orb)))
assert block_error(paired.conj().T @ zeeman @ paired, -1) < 1e-12
split_direct = pair_gaps(np.linalg.eigvalsh(hamiltonian + zeeman))
dipoles = []
for k in range(3):
    d = np.zeros((n_orb, n_orb))
    d[0, k + 1] = d[k + 1, 0] = 1.0
    dipoles.append(np.kron(np.eye(2), d))
split_formula = []
for m in range(n_orb):
    first = vectors[:, 2 * m]
    second = time_reverse(first)
    a = np.vdot(first, zeeman @ first).real
    b = np.vdot(first, zeeman @ second)
    split_formula.append(2 * np.sqrt(a**2 + abs(b)**2))
    doublet = np.column_stack([first, second])
    even = doublet.conj().T @ sum(dipoles) @ doublet
    assert np.allclose(even, even[0, 0] * np.eye(2))
split_formula = np.array(split_formula)
# The formula is first order in the field; higher orders set the tolerance.
assert abs(split_direct - split_formula).max() < 1e-3 * bohr_magneton * field_tesla

# --- Two and three interacting electrons ---
coupling = 0.5


def embed(operators, count):
    result = np.eye(1)
    for i in range(count):
        result = np.kron(result, operators.get(i, np.eye(8)))
    return result


def determinants(count):
    columns = []
    for occupied in combinations(range(8), count):
        tensor = np.zeros((8,) * count)
        for order in permutations(range(count)):
            sign = np.linalg.det(np.eye(count)[list(order)])
            tensor[tuple(occupied[i] for i in order)] = sign
        columns.append(tensor.ravel() / np.sqrt(factorial(count)))
    return np.column_stack(columns)


def many_electron_levels(count):
    total = sum(embed({i: hamiltonian}, count) for i in range(count))
    for i, j in combinations(range(count), 2):
        for d in dipoles:
            total = total + coupling * embed({i: d, j: d}, count)
    u_total = embed({i: reversal for i in range(count)}, count)
    square = u_total @ u_total.conj()
    assert np.allclose(square, (-1)**count * np.eye(8**count))
    assert np.allclose(u_total @ total.conj(), total @ u_total)
    basis = determinants(count)
    assert np.allclose(basis.T @ basis, np.eye(basis.shape[1]))
    return np.linalg.eigvalsh(basis.T @ total @ basis), square[0, 0].real


two_levels, two_square = many_electron_levels(2)
three_levels, three_square = many_electron_levels(3)
assert two_levels[1] - two_levels[0] > 1e-2
assert pair_gaps(three_levels).max() < 1e-11

# --- Output ---
print("Orbital energies s, px, py, pz (eV):", orbital_energy)
print("Mixing of s with px, py, pz (eV):", mixing)
print(f"Spin-orbit parameter zeta (eV): {zeta:.2f}")
print("Spatial operations left, identity included:", symmetry_count)
for title, block in (("A", hamiltonian[:4, :4]), ("B", hamiltonian[:4, 4:])):
    for name, row in zip(names, block):
        print(f"{title} row {name} (eV):", "  ".join(show(z) for z in row))
for m in range(n_orb):
    print(f"Doublet {m + 1}, both levels (eV): "
          f"{levels[2 * m]:.6f} {levels[2 * m + 1]:.6f}")
print(f"Largest gap inside a doublet (eV): {pair_gaps(levels).max():.1e}")
print("Lowest doublet: coefficient in u, coefficient in Ku")
for i in range(8):
    print(f"  {names[i % 4]} {'up' if i < 4 else 'down'}: "
          f"{show(state[i])}  {show(partner[i])}")
print(f"Overlap |<u|Ku>|: {overlap:.1e}")
print(f"Residual norm of (H - E)Ku (eV): {residual:.1e}")
print(f"Block-form error, paired basis (eV): {error_paired:.1e}")
print(f"Block-form error, unpaired basis (eV): {error_unpaired:.3f}")
print("Spinless levels (eV):", " ".join(f"{e:.6f}" for e in spinless))
print("Spherical-limit levels (eV):", " ".join(f"{e:.3f}" for e in spherical))
print(f"Random matrix, B antisymmetric, largest pair gap: {gap_antisymmetric:.1e}")
print(f"Random matrix, B symmetric, largest pair gap: {gap_symmetric:.3f}")
print(f"Magnetic field along z (T): {field_tesla:.1f}")
for m in range(n_orb):
    print(f"Doublet {m + 1} splitting, direct and first order (eV): "
          f"{split_direct[m]:.4e} {split_formula[m]:.4e}")
print(f"Electron-electron dipole coupling (eV): {coupling:.2f}")
print(f"K squared for 2 and 3 electrons: {two_square:+.0f} {three_square:+.0f}")
print("Two electrons, lowest two levels (eV): "
      f"{two_levels[0]:.6f} {two_levels[1]:.6f}")
print("Three electrons, lowest four levels (eV):",
      " ".join(f"{e:.6f}" for e in three_levels[:4]))
print("Three electrons, number of levels:", len(three_levels))
print("Three electrons, largest gap inside a pair (eV): "
      f"{pair_gaps(three_levels).max():.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Orbital energies s, px, py, pz (eV): [-1.   0.   0.3  0.7]
Mixing of s with px, py, pz (eV): [0.1 0.2 0.3]
Spin-orbit parameter zeta (eV): 0.40
Spatial operations left, identity included: 1
A row s (eV): -1.0000+0.0000i  +0.1000+0.0000i  +0.2000+0.0000i  +0.3000+0.0000i
A row px (eV): +0.1000+0.0000i  +0.0000+0.0000i  +0.0000-0.2000i  +0.0000+0.0000i
A row py (eV): +0.2000+0.0000i  +0.0000+0.2000i  +0.3000+0.0000i  +0.0000+0.0000i
A row pz (eV): +0.3000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.7000+0.0000i
B row s (eV): +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
B row px (eV): +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.2000+0.0000i
B row py (eV): +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000-0.2000i
B row pz (eV): +0.0000+0.0000i  -0.2000+0.0000i  +0.0000+0.2000i  +0.0000+0.0000i
Doublet 1, both levels (eV): -1.092380 -1.092380
Doublet 2, both levels (eV): -0.159085 -0.159085
Doublet 3, both levels (eV): 0.404018 0.404018
Doublet 4, both levels (eV): 0.847447 0.847447
Largest gap inside a doublet (eV): 2.2e-16
Lowest doublet: coefficient in u, coefficient in Ku
  s up: +0.9681+0.0000i  +0.0000+0.0000i
  px up: -0.0936-0.0304i  +0.0364+0.0000i
  py up: -0.1463+0.0152i  +0.0000-0.0296i
  pz up: -0.1694+0.0000i  -0.0121+0.0197i
  s down: +0.0000+0.0000i  +0.9681+0.0000i
  px down: -0.0364+0.0000i  -0.0936+0.0304i
  py down: +0.0000-0.0296i  -0.1463-0.0152i
  pz down: +0.0121+0.0197i  -0.1694+0.0000i
Overlap |<u|Ku>|: 0.0e+00
Residual norm of (H - E)Ku (eV): 4.6e-16
Block-form error, paired basis (eV): 1.1e-16
Block-form error, unpaired basis (eV): 0.797
Spinless levels (eV): -1.088326 0.007844 0.326041 0.754441
Spherical-limit levels (eV): -1.000 -1.000 -0.400 -0.400 0.200 0.200 0.200 0.200
Random matrix, B antisymmetric, largest pair gap: 4.0e-15
Random matrix, B symmetric, largest pair gap: 2.763
Magnetic field along z (T): 10.0
Doublet 1 splitting, direct and first order (eV): 1.1416e-03 1.1416e-03
Doublet 2 splitting, direct and first order (eV): 1.1843e-04 1.1843e-04
Doublet 3 splitting, direct and first order (eV): 2.0546e-03 2.0546e-03
Doublet 4 splitting, direct and first order (eV): 1.0075e-03 1.0075e-03
Electron-electron dipole coupling (eV): 0.50
K squared for 2 and 3 electrons: +1 -1
Two electrons, lowest two levels (eV): -2.357540 -1.736093
Three electrons, lowest four levels (eV): -2.904406 -2.904406 -2.376980 -2.376980
Three electrons, number of levels: 56
Three electrons, largest gap inside a pair (eV): 4.4e-15
ALL CHECKS PASSED
```
